The Ziegler-Rauk-Baerends sum method and the multiplets of p², part 1

(Sections cited here and not found follow in the second part.)

Setting and conventions

Hartree atomic units are used. The Hamiltonian is

H = Σ_i h(i) + Σ_{i<j} 1/r_ij,

where h is the kinetic energy plus an external potential and contains no spin operator. All states are built from one fixed set of orthonormal spatial orbitals. Some are doubly occupied and form the closed-shell state |core⟩, which may be the vacuum. A determinant with two further electrons is written

|a⁺b⁻| = a†↑ b†↓ |core⟩,

where ⁺ and ⁻ mean spin up and spin down. Creation operators anticommute, so exchanging the two entries changes the sign and a repeated entry gives zero. The Coulomb and exchange integrals of two orbitals are

J_ab = ∫∫ |a(r)|² |b(r′)|² / |r − r′| d³r d³r′,
K_ab = ∫∫ a*(r) b(r) b*(r′) a(r′) / |r − r′| d³r d³r′.

A spin-density functional assigns an energy to a pair of densities n↑(r), n↓(r), and in Kohn-Sham practice these come from a single determinant. Many multiplet states are not single determinants. The problem asks how far their energies can be obtained from the energies of determinants. The program whose checks are cited below is printed after the text with its output.

(a) Two different orbitals a and b each hold one electron. Construct the eigenstates of total spin and express |a⁺b⁻| in terms of them.

Solution. The lowering operator is S₋ = Σ_p p†↓ p↑, summed over all spatial orbitals p, and S₊ is its adjoint. From {p↑, a†↑} = δ_pa one finds [S₋, a†↑] = a†↓ and [S₋, a†↓] = 0, so S₋ acts on a product of creation operators by turning one up spin down at a time, with no extra sign. On a closed pair it gives c†↓c†↓ = 0, so S₋|core⟩ = 0, and likewise S₊|core⟩ = 0. The core therefore carries no spin.

The determinant T₁ = |a⁺b⁺| has M_S = 1 and is annihilated by S₊. With S² = S₋S₊ + S_z² + S_z this gives S² T₁ = (0 + 1 + 1) T₁ = 2 T₁, a triplet. Lowering gives

S₋ T₁ = |a⁻b⁺| + |a⁺b⁻|.

The two determinants are orthonormal, so this vector has norm √2, and the M_S = 0 member of the triplet is

T₀ = S₋T₁/√2 = ( |a⁺b⁻| + |a⁻b⁺| )/√2.

The orthogonal combination is

Σ = ( |a⁺b⁻| − |a⁻b⁺| )/√2.

It obeys S₊Σ = ( |a⁺b⁺| − |a⁺b⁺| )/√2 = 0 and S_zΣ = 0, so S²Σ = 0 and Σ is the singlet. Adding the two definitions gives

|a⁺b⁻| = (Σ + T₀)/√2.

The mixed determinant is an equal-weight superposition of singlet and triplet. Subtracting gives |a⁻b⁺| = (T₀ − Σ)/√2.

(b) Let E_mix, E_T and E_S be the expectation values of H in |a⁺b⁻|, T₁ and Σ. Find E_S in terms of the two determinant energies, evaluate E_S − E_T, and state what the derivation requires.

Solution. Inserting the result of (a),

E_mix = ½ [ ⟨Σ|H|Σ⟩ + ⟨T₀|H|T₀⟩ + ⟨Σ|H|T₀⟩ + ⟨T₀|H|Σ⟩ ].

Since H has no spin operator and treats all electrons alike, it commutes with S_z, S₊, S₋ and S². The cross term vanishes because

2⟨Σ|H|T₀⟩ = ⟨Σ|H S²|T₀⟩ = ⟨Σ|S² H|T₀⟩ = 0,

where the last step lets the Hermitian S² act to the left on the singlet. The triplet term is

⟨T₀|H|T₀⟩ = ½⟨T₁|S₊ H S₋|T₁⟩ = ½⟨T₁|H S₊S₋|T₁⟩ = ⟨T₁|H|T₁⟩,

because S₊S₋ = S² − S_z² + S_z has the value 2 − 1 + 1 = 2 on T₁. Hence E_mix = ½(E_S + E_T), or

E_S = 2E_mix − E_T.

This is the sum rule: the singlet, which needs two determinants, has its energy fixed by two single determinants.

To evaluate the splitting, the energy of a determinant is needed. In spin orbitals the interaction is ½ Σ ⟨ij|kl⟩ i†j† l k. Its expectation value in a determinant is nonzero only when the pair removed is the pair restored. The order k = i, l = j gives +J_ij. The order k = j, l = i needs one transposition of the operators and gives −K_ij, and its spin integration vanishes unless the two spins are equal. So

E_det = Σ_i h_ii + ½ Σ_{i,j} ( J_ij − δ(σ_i,σ_j) K_ij ),

with both sums over occupied spin orbitals; the terms i = j cancel because J_ii = K_ii. An open electron in a meets each closed orbital c once with equal and once with opposite spin and contributes 2J_ca − K_ca whatever its own spin. All one-electron, core-core and core-open terms therefore form a constant E₀ common to both determinants, and

E_T = E₀ + J_ab − K_ab,  E_mix = E₀ + J_ab,
E_S = 2(E₀ + J_ab) − (E₀ + J_ab − K_ab) = E₀ + J_ab + K_ab,
E_S − E_T = 2K_ab.

The sign follows from the Fourier form of the Coulomb kernel. With ρ(r) = b*(r)a(r) and its transform ρ̃(k), K_ab = ∫ d³k/(2π)³ (4π/k²)|ρ̃(k)|² ≥ 0. With common orbitals the triplet never lies above the singlet.

The derivation used two conditions, and the rule can fail when either is dropped; a third point limits what E_S means.

First, it needs [H, S] = 0. Add the staggered field V = B(s_z,a − s_z,b). It has the eigenvalues +B on |a⁺b⁻|, −B on |a⁻b⁺| and 0 on T₁, so ⟨Σ|V|Σ⟩ = ½(B − B) = 0, while V T₀ = BΣ revives the cross term. Then 2E_mix − E_T − E_S = 2B. A uniform field βS_z leaves the cross term zero but shifts T₁ alone, and the deviation is −β.

Second, it needs the same a, b and core in all three states. If the triplet is evaluated with other orbitals and its energy changes by δ_T, and the mixed determinant likewise by δ_mix, the combination changes by 2δ_mix − δ_T. It is then in general not the expectation value of H in any state constructed in (a). Minimizing the energy of each determinant separately makes both δ zero or negative (zero for a determinant whose optimal orbitals are the common ones), and the sign of the net change is not fixed.

Third, E_S is an expectation value. The state Σ is in general not an eigenstate of H, because H couples it to other singlet configurations. E_S is an upper bound only to the lowest singlet of the same spatial symmetry, which may be the ground state itself.

The program builds these states as vectors in the Fock space of four orbitals, with one closed shell and random one- and two-electron integrals. It asserts the decomposition of (a), the sum rule, the value 2K_ab, the deviation 2B, a nonzero deviation when a is rotated toward an empty orbital in the triplet only, and a nonzero energy variance in Σ.

(c) Compare the density and the magnetization of |a⁺b⁻| with those of the ensemble ½(|Σ⟩⟨Σ| + |T₀⟩⟨T₀|). State what is assumed when the determinant energies are replaced by a spin-density functional, and find the splitting given by local spin-density exchange.

Solution. The density operator n̂(r) = n̂↑(r) + n̂↓(r) commutes with total spin, so the argument of (b) applies with n̂(r) in place of H: the cross term vanishes and

n_mix(r) = ½[ n_Σ(r) + n_T₀(r) ].

The same holds for the whole spin-summed one-particle density matrix. The determinant has the energy and the density of the equal-weight ensemble of singlet and triplet.

The magnetization m̂ = n̂↑ − n̂↓ does not commute with S². In |a⁺b⁻| it is |a|² − |b|², and in |a⁻b⁺| it is the negative of that. Between the two determinants it has no matrix element, because they differ in two spin orbitals and m̂ is a one-body operator. Therefore

⟨Σ|m̂|Σ⟩ = ⟨T₀|m̂|T₀⟩ = ½[(|a|² − |b|²) + (|b|² − |a|²)] = 0,
⟨Σ|m̂|T₀⟩ = ½[(|a|² − |b|²) − (|b|² − |a|²)] = |a|² − |b|².

The magnetization of the determinant comes entirely from the singlet-triplet cross term and is absent from the ensemble. The program asserts both statements at the level of density matrices.

Both Σ and T₀ have n↑ = n↓ = n/2 with the same n. Any functional of n↑ and n↓ alone gives them the same energy and no splitting. The sum method avoids this by evaluating the functional on determinants only,

E_DFT[D] = T_s + V_ext + U[n] + E_xc[n↑, n↓],

with the kinetic energy T_s of the orbitals, the external energy V_ext, the Hartree energy U = ½∫∫ n(r)n(r′)/|r − r′| and the spin densities of D. It then postulates that E_DFT[D] obeys the same weighted-average relation as ⟨D|H|D⟩, now with the true state energies on the right, and sets E_S ≈ 2E_DFT[mix] − E_DFT[T₁].

The motivation lies in the exchange hole. In a determinant the pair density of like spins is n_σ(r)n_σ(r′) − |γ_σ(r,r′)|², with γ_σ = Σ_i φ_i(r)φ_i*(r′), and that of unlike spins is the plain product. The hole −|γ_σ(r,r′)|²/n_σ(r) equals −n_σ(r) at r′ = r, and it integrates to −1 because orthonormality gives ∫|γ_σ(r,r′)|² d³r′ = n_σ(r). The local exchange functional borrows its hole from the non-interacting uniform gas, whose state is a determinant of plane waves and shares these properties. The singlet Σ does not have this structure: its spatial function a(r)b(r′) + b(r)a(r′) correlates unlike spins. This makes the postulate plausible for exchange but does not prove it. The exact ground-state functional is defined through lowest states and makes no statement about this average. An exact ensemble functional exists when T₀ and the singlet are the two lowest states of their symmetry sector with M_S = 0, but it depends on the ensemble weights and is a different object from E_xc[n↑, n↓]. The method is an ansatz in which the spin densities of a determinant stand in for the pair information of the ensemble.

With common orbitals, T₁ and the mixed determinant have the same T_s, V_ext and n, hence the same U, and

E_S − E_T ≈ 2( E_xc[mix] − E_xc[T₁] ).

Local exchange for an unpolarized density is −¾(3/π)^{1/3}∫n^{4/3}. Exchange acts within each spin, so E_x[n↑,n↓] = ½E_x[2n↑] + ½E_x[2n↓], and since ½·2^{4/3} = 2^{1/3},

E_x = −C_x Σ_σ ∫ n_σ^{4/3} d³r,  C_x = ¾(6/π)^{1/3}.

Let n_a = |a|², n_b = |b|² and let n_c be the closed-shell density per spin. With f(x) = x^{4/3},

E_x[mix] − E_x[T₁] = C_x ∫ [ f(n_c+n_a+n_b) + f(n_c) − f(n_c+n_a) − f(n_c+n_b) ] d³r.

Integrating f″ twice shows that the bracket is

∫₀^{n_a} ds ∫₀^{n_b} dt f″(n_c+s+t),  f″(x) = (4/9) x^{−2/3}.

Three properties follow for local exchange with frozen orbitals. The splitting is never negative, like 2K_ab. It vanishes where n_a n_b = 0, so it tends to zero for separated orbitals, again like K_ab. It decreases when n_c grows, since f″ decreases, whereas K_ab does not depend on the core. The open orbitals enter it only through |a|² and |b|², whereas K_ab depends on the phases and signs of the orbitals through the product b*a.

(d) Two electrons occupy a p shell with a common radial function R(r). Take p₁ = −(x+iy)/√2, p₀ = z, p₋₁ = (x−iy)/√2, where x, y, z denote the normalized real p orbitals. Find the terms, and the weight of each term in the determinants A = |x⁺y⁺|, B = |1⁺0⁺|, C = |1⁺1⁻|, D = |1⁺0⁻|, E = |0⁺0⁻|, F = |x⁺y⁻|, G = |1⁺−1⁻|.

Solution. Six spin orbitals give 6·5/2 = 15 determinants. With these phases L₋p₁ = √2 p₀, L₋p₀ = √2 p₋₁, L₋p₋₁ = 0, and L₊ acts in reverse with the same factors. On two electrons L₋ acts on one entry at a time, and on a normalized state L₋|L,M⟩ = √(L(L+1) − M(M−1)) |L,M−1⟩.

The determinant |1⁺1⁻| has M_L = 2, M_S = 0 and is annihilated by L₊ and by S₊ (which gives |1⁺1⁺| = 0). It is the top state of ¹D, with 5 states. The determinant |1⁺0⁺| has M_L = 1, M_S = 1; S₊ gives zero and L₊ gives √2|1⁺1⁺| = 0. It is the top state of ³P, with 9 states. One state remains, 15 − 9 − 5 = 1, and a multiplet of one state is ¹S. Each term occurs once.

Lowering ¹D: L₋|1⁺1⁻| = √2( |0⁺1⁻| + |1⁺0⁻| ), and the factor is √(6 − 2) = 2, so

|¹D,1⟩ = ( |1⁺0⁻| + |0⁺1⁻| )/√2.

A second lowering gives (√2/√2)( |0⁺0⁻| + |1⁺−1⁻| + |−1⁺1⁻| + |0⁺0⁻| ) with factor √6:

|¹D,0⟩ = ( |1⁺−1⁻| + 2|0⁺0⁻| + |−1⁺1⁻| )/√6.

The state |−1⁺−1⁻| is the only one with M_L = −2 and is |¹D,−2⟩.

Lowering ³P, with labels M_L, M_S: S₋|1⁺0⁺| = |1⁻0⁺| + |1⁺0⁻|, and |1⁻0⁺| = −|0⁺1⁻|, so

|³P;1,0⟩ = ( |1⁺0⁻| − |0⁺1⁻| )/√2.

Next L₋|1⁺0⁺| = √2( |0⁺0⁺| + |1⁺−1⁺| ) = √2|1⁺−1⁺| with factor √2, so |³P;0,1⟩ = |1⁺−1⁺|. Applying S₋/√2 and using |1⁻−1⁺| = −|−1⁺1⁻|,

|³P;0,0⟩ = ( |1⁺−1⁻| − |−1⁺1⁻| )/√2.

The third state with M_L = M_S = 0 must be orthogonal to this and to |¹D,0⟩:

|¹S⟩ = ( |1⁺−1⁻| − |0⁺0⁻| + |−1⁺1⁻| )/√3.

As a check, L₊ gives √2( |1⁺0⁻| − |1⁺0⁻| − |0⁺1⁻| + |0⁺1⁻| )/√3 = 0.

The weight w_t of term t in a determinant is the sum of its squared overlaps with the states of t. For B, C, D, E and G they are read off the expansions. For the real orbitals, inverting the definitions gives x = (p₋₁ − p₁)/√2 and y = i(p₁ + p₋₁)/√2. Then

|x⁺y⁺| = (i/2)( |−1⁺1⁺| − |1⁺−1⁺| ) = −i|1⁺−1⁺|,

since the terms with repeated entries vanish, and

|x⁺y⁻| = (i/2)( |−1⁺1⁻| + |−1⁺−1⁻| − |1⁺1⁻| − |1⁺−1⁻| )
 = (i/2)( |¹D,−2⟩ − |¹D,2⟩ ) − (i/√2)|³P;0,0⟩.

The weights, in the order (³P, ¹D, ¹S), are

A: (1, 0, 0)  B: (1, 0, 0)  C: (0, 1, 0)
D: (½, ½, 0)  E: (0, ⅔, ⅓)  F: (½, ½, 0)
G: (½, ⅙, ⅓)

The program obtains the projectors on the terms by diagonalizing L² in the 15-dimensional space and asserts these weights.

(e) Let the external potential be spherical and the core spherical and closed. Relate each determinant energy to the term energies, interpret the relation through an ensemble, and solve it for the term energies.

Solution. Let H̄ be H restricted to the 15-dimensional space. This space is mapped into itself by L and S, and H commutes with both, so H̄ commutes with L², L_z, L±, S², S_z and S±. It maps a state with given L, M_L, S, M_S to a state with the same labels. Each term occurs once, so that state is unique up to a factor and is an eigenvector of H̄. Because H̄ commutes with the ladder operators, the eigenvalue is the same for all members of a term. With P_t the projector on term t,

H̄ = Σ_t E_t P_t,  ⟨D|H|D⟩ = Σ_t w_t E_t,  w_t = ⟨D|P_t|D⟩,

for any determinant D of the configuration. The step that needs each term to occur once cannot be skipped. In d³, which contains two ²D terms, H̄ has a matrix element between them, and determinant energies contain that element besides the diagonal ones.

For the ensemble, average the state over all orbital rotations and, independently, all spin rotations:

ρ̄ = ⟨ Û |D⟩⟨D| Û† ⟩,

where Û runs over both groups with the invariant measure. A further rotation only relabels the integration variable, so ρ̄ commutes with every rotation and hence with L and S. The argument just given for H̄ then yields ρ̄ = Σ_t c_t P_t. Since P_t commutes with Û, tr(P_t ρ̄) = ⟨D|P_t|D⟩ = w_t, while tr(P_t ρ̄) = c_t g_t with g_t = 9, 5, 1. Thus

ρ̄ = Σ_t w_t P_t/g_t.

A determinant, averaged over its orientation in space and spin, is an ensemble of complete multiplets with weights w_t, and its energy equals the ensemble energy because H is invariant. The ensemble has a spherical density and no magnetization for every determinant, so a functional of its spin densities cannot tell the terms apart. The program performs the average by quadrature over Euler angles and asserts this form for all seven determinants.

From here on the letters A to G also denote the determinant energies, and ³P, ¹D, ¹S the term energies. The equations are

A = B = ³P,  C = ¹D,  D = F = ½(³P + ¹D),
E = ⅔ ¹D + ⅓ ¹S,  G = ½ ³P + ⅙ ¹D + ⅓ ¹S.

The equation for F or D has the form of the sum rule of (b) and gives ¹D = 2F − ³P. Multiplying the equation for E by 3 gives ¹S = 3E − 2·¹D, and that for G gives ¹S = 3G − ½ ¹D − (3/2) ³P. Seven equations for three unknowns allow several solutions, of which four are

route 1: ³P = A, ¹D = 2F − A, ¹S = 3E − 2·¹D;
route 2: ³P = B, ¹D = C, ¹S = 3E − 2C;
route 3: ³P = B, ¹D = 2D − B, ¹S = 3E − 2·¹D;
route 4: ³P = B, ¹D = C, ¹S = 3G − C/2 − 3B/2.

Route 1 uses real orbitals only. For expectation values of H all routes are the same identity and agree.

(f) Express the term energies through Slater radial integrals. Show that the ratio of the two term intervals does not depend on the form of a local pair interaction.

Solution. The one-electron energy and the interaction with a spherical closed shell are matrix elements of a rotation-invariant, spin-independent one-body operator, so they are the same for every p spin orbital and form a common constant, dropped here. What remains is the p-p interaction. The determinants C, D and E have opposite spins and need Coulomb integrals only.

With μ = cos θ and P₂ = (3μ² − 1)/2, the densities are |p₀|² = R²·3μ²/4π and |p±₁|² = R²·(3/2)(1 − μ²)/4π. Since 3μ² = 1 + 2P₂ and (3/2)(1 − μ²) = 1 − P₂,

|p_m|² = (R²/4π)(1 + c_m P₂),  c₀ = 2, c±₁ = −1.

The Coulomb kernel expands as 1/r₁₂ = Σ_k (r_<^k / r_>^{k+1}) P_k(cos γ), and by the addition theorem the average of P_k(cos γ) over the azimuths is P_k(μ₁)P_k(μ₂). Write ⟨…⟩ for the average over the sphere. Orthogonality of the Legendre polynomials and ⟨P₂²⟩ = 1/5 leave only k = 0 and k = 2:

J_mm′ = F⁰ + (c_m/5)(c_m′/5) F² = F⁰ + c_m c_m′ F₂,
F^k = ∫∫ R²(r₁) R²(r₂) (r_<^k / r_>^{k+1}) r₁² r₂² dr₁ dr₂,  F₂ = F²/25.

So C = J₁₁ = F⁰ + F₂, D = J₁₀ = F⁰ − 2F₂ and E = J₀₀ = F⁰ + 4F₂. The equations of (e) give

¹D = C = F⁰ + F₂,
³P = 2D − C = 2F⁰ − 4F₂ − F⁰ − F₂ = F⁰ − 5F₂,
¹S = 3E − 2C = 3F⁰ + 12F₂ − 2F⁰ − 2F₂ = F⁰ + 10F₂.

The intervals are ¹D − ³P = 6F₂ and ¹S − ¹D = 9F₂. No exchange integral was computed; they follow afterwards. From B = J₁₀ − K₁₀ = ³P comes K₁₀ = 3F₂. For real orbitals, |p₁|² = ½(x² + y²) gives J₁₀ = ½(J_xz + J_yz) = J_xy by rotation, so F = F⁰ − 2F₂ = D as required, and A = J_xy − K_xy = ³P gives K_xy = 3F₂. The unused equation for G is a check: directly G = J₁,₋₁ = F⁰ + F₂, and from the weights the coefficient of F₂ is −5/2 + 1/6 + 10/3 = (−15 + 1 + 20)/6 = 1.

This check has a general origin. The determinants C and G have opposite open-shell spins, and |p₁|² = |p₋₁|², so for any interaction v(|r₁ − r₂|) their energies are the same Coulomb-type integral. Setting C = G,

¹D = ½ ³P + ⅙ ¹D + ⅓ ¹S.

Multiplying by 6 gives 5·¹D = 3·³P + 2·¹S, which rearranges to 3(¹D − ³P) = 2(¹S − ¹D), so

(¹S − ¹D)/(¹D − ³P) = 3/2.

The ratio is defined when the intervals are nonzero, which needs a k = 2 Legendre component in v; for v = r₁₂² there is none and the three terms coincide. It holds within the single configuration with common orbitals. Mixing with other configurations can shift the terms by different amounts, and the ratio is then in general no longer 3/2. The program diagonalizes H̄ for s²p² with Gaussian orbitals and analytic integrals, which involve no multipole expansion, and asserts the eigenvalues F⁰ − 5F₂, F⁰ + F₂, F⁰ + 10F₂ above the common constant, with degeneracies 9, 5, 1 and F^k from radial quadrature. It asserts that all four routes return them. With the interaction erf(0.5 r)/r it asserts the ratio and prints 1.500000.

For expectation values of H with common orbitals, the determinant energies of p² fix all three term energies, and the four routes agree. It remains to replace these energies by a spin-density functional, decide whether the routes still agree, and evaluate the splittings for a model radial function.
